# Transmission Zero and Dip Width of a Chain with One Side Site

## Problem

An infinite chain has one orbital per site, site energy zero, and a hopping of strength $t=1$ eV between neighbours. One extra orbital, also at energy zero, is attached to a single chain site with coupling strength $v=0.2$ eV. An electron of energy $E$ arrives from the left. At what energy is its transmission $T(E)$ zero, and what is the full width of the dip around this zero, measured between the points where $T=1/2$?

The chain band runs from $-2t$ to $2t$, so the side site lies at mid-band. The electron is treated as a single coherent particle, without repulsion from other electrons. The level $1/2$ means half of the transmission of the undisturbed chain, which is 1. Energies are in eV or meV.

## A tempting solution

Call the junction site 0 and the side site $d$. Taken by themselves, these two sites form a pair with Hamiltonian

$$
H_{\rm pair}=\begin{pmatrix}0&-v\\-v&0\end{pmatrix},
$$

whose levels are $E=\pm v=\pm0.2$ eV. An electron passes easily when its energy matches a level, so $T=1$ at $\pm0.2$ eV. Midway between the levels their contributions cancel, so $T=0$ at $E=0$. The transmission climbs from 0 to 1 over an energy $v$, and reaches one half at about $\pm v/2=\pm0.1$ eV. The full width is therefore about $v=0.2$ eV.

The position of the zero is right. The width is wrong by a factor of five.

## Where it fails

The pair was diagonalized as if it were isolated, but site 0 is bound to its two chain neighbours by 1 eV each, five times more strongly than to the side site. An electron on site 0 leaves along the chain long before it can oscillate between site 0 and $d$. The levels at $\pm v$ are never formed as separate resonances, and their spacing cannot set the width.

The chain must therefore be included before any level is identified. A Green function does this: it replaces each half of the chain by an energy-dependent, complex addition to the energy of site 0.

## Right solution

### The half-infinite chain

Take the hopping matrix elements to be $-t$ and $-v$, with $t,v>0$. Let $g$ be the Green function at the end site of a half-infinite chain, that is, the amplitude on the end site when a unit source acts there.

Number the sites of this half chain 1, 2, 3, and so on. With a unit source on site 1,

$$
E\psi_1+t\psi_2=1 .
$$

The sites from 2 onward form the same kind of half chain. They are driven at their end by site 1 through the matrix element $-t$, so $\psi_2=g\,(-t\psi_1)$. Inserting this gives $(E-t^2g)\psi_1=1$. Since $\psi_1$ is $g$ by definition,

$$
g=\frac{1}{E-t^2g}
\quad\Longrightarrow\quad
t^2g^2-Eg+1=0 .
$$

For $|E|<2t$ the roots are complex. The retarded function, which describes waves leaving the source, has a negative imaginary part. Hence

$$
\Sigma\equiv t^2g=\frac{E}{2}-\frac{i\Gamma}{2},
\qquad
\Gamma=\sqrt{4t^2-E^2}.
$$

The real part of $\Sigma$ shifts the energy of the site to which the half chain is attached. The imaginary part describes escape into the half chain.

### The side site

With no source on the side site, and with its energy called $\varepsilon_d$ for the moment,

$$
(E-\varepsilon_d)\psi_d=-v\psi_0
\quad\Longrightarrow\quad
\psi_d=-\frac{v}{E-\varepsilon_d}\psi_0
\quad (E\neq\varepsilon_d).
$$

Now put a unit source on site 0:

$$
E\psi_0+t\psi_{-1}+t\psi_1+v\psi_d=1 .
$$

Each half chain contributes $t\psi_{\pm1}=-t^2g\,\psi_0=-\Sigma\psi_0$, and the side site contributes $v\psi_d=-S\psi_0$, where

$$
S(E)=\frac{v^2}{E-\varepsilon_d}.
$$

The Green function on site 0 is therefore

$$
G_{00}=\frac{1}{E-2\Sigma-S}=\frac{1}{i\Gamma-S},
$$

because $E-2\Sigma=E-E+i\Gamma$. The explicit $E$ has cancelled. The isolated pair would have had $E-v^2/E$ in the denominator, which vanishes at $E=\pm v$. In the uniform chain that combination does not occur, and with it go the two supposed resonances.

### From Green function to transmission

On the clean chain a wave $e^{ikn}$ has energy $E=-2t\cos k$. For $0<k<\pi$ its velocity is proportional to $dE/dk=2t\sin k>0$, so it moves to the right. Also

$$
2t\sin k=\sqrt{4t^2-4t^2\cos^2k}=\Gamma .
$$

Let a wave of unit amplitude arrive from the left, with reflection amplitude $r$ and transmission amplitude $\tau$:

$$
\psi_n=e^{ikn}+re^{-ikn}\quad(n\le0),
\qquad
\psi_n=\tau e^{ikn}\quad(n\ge0).
$$

Both forms hold at $n=0$, so $1+r=\tau$. With $r=\tau-1$ the neighbours of site 0 have amplitudes

$$
\psi_{-1}=e^{-ik}+(\tau-1)e^{ik},
\qquad
\psi_1=\tau e^{ik}.
$$

The equation at site 0, with the side site eliminated and no source, is

$$
(E-S)\tau=-t(\psi_{-1}+\psi_1)
=-t\left(e^{-ik}-e^{ik}+2\tau e^{ik}\right).
$$

Since $e^{-ik}-e^{ik}=-2i\sin k$, collecting the terms in $\tau$ gives

$$
(E+2te^{ik}-S)\tau=2it\sin k=i\Gamma .
$$

Finally, $E+2te^{ik}=-2t\cos k+2t\cos k+2it\sin k=i\Gamma$, so

$$
\tau=\frac{i\Gamma}{i\Gamma-S}=i\Gamma G_{00}.
$$

The velocity is the same on both sides of the junction, so the transmitted fraction of the current is

$$
T=|\tau|^2=\frac{\Gamma^2}{\Gamma^2+S^2}.
$$

For the mid-band side site, $\varepsilon_d=0$ and $S=v^2/E$. Multiplying numerator and denominator by $E^2$ gives

$$
T(E)=\frac{E^2(4t^2-E^2)}{E^2(4t^2-E^2)+v^4}.
$$

### The zero

For $|E|<2t$ the factor $4t^2-E^2$ is positive, so the numerator vanishes only at

$$
E=0 .
$$

The elimination of $\psi_d$ divided by $E$, so this energy needs the original equations. At $E=0$ the side-site equation reads $0=-v\psi_0$. It forces a node on site 0, and since $\psi_0=\tau$, the transmission is indeed zero.

The side site itself is not empty. Here $k=\pi/2$ and $r=-1$, so $\psi_{-1}=e^{-i\pi/2}-e^{i\pi/2}=-2i$, while $\psi_1=0$. The equation at site 0 becomes

$$
0=-t\psi_{-1}-v\psi_d
\quad\Longrightarrow\quad
\psi_d=\frac{2it}{v},
\qquad
|\psi_d|^2=\frac{4t^2}{v^2}=100 .
$$

The side amplitude grows until the signal it sends to site 0 cancels the one arriving from the left. The weaker the coupling, the larger this amplitude must be.

### The width

The condition $T=1/2$ means $S^2=\Gamma^2$, or

$$
E^2(4t^2-E^2)=v^4 .
$$

With $x=E^2$ this is $x^2-4t^2x+v^4=0$, whose roots are

$$
x_\mp=2t^2\mp\sqrt{4t^4-v^4}.
$$

To see which root belongs to the dip, write $p=x(4t^2-x)$, so that $T=p/(p+v^4)$. This rises with $p$, and $p$ rises with $x$ up to $x=2t^2$. Going outward from the zero, $T$ therefore first reaches $1/2$ at $x_-$. The other root lies at $|E|=1.9999$ eV, where the transmission falls again towards the band edge, and has nothing to do with the central dip.

The square root of $x_-$ can be simplified. Define

$$
A=\sqrt{t^2+\tfrac12v^2},\qquad B=\sqrt{t^2-\tfrac12v^2}.
$$

Then

$$
(A-B)^2=2t^2-2\sqrt{t^4-\tfrac14v^4}
=2t^2-\sqrt{4t^4-v^4}=x_- .
$$

The half-level points are $\pm(A-B)$, and the full width is

$$
W=2(A-B)=\sqrt{4t^2+2v^2}-\sqrt{4t^2-2v^2}.
$$

With the given values,

$$
W=\left(\sqrt{4.08}-\sqrt{3.92}\right)\ {\rm eV}=40.002\ {\rm meV},
$$

or $1.470\times10^{-3}$ hartree. **The zero is at mid-band and the full width at half transmission is 40 meV.**

The same width follows numerically without the closed formula for $T$. With each half chain represented by $2^{26}$ sites and a damping of $10^{-6}$ eV in them, the half-level points of the matrix Green function are also 40.002 meV apart.

## What sets the width

Put $a=v^2/(2t^2)$, so that $W=2t(\sqrt{1+a}-\sqrt{1-a})$. In the expansions of the two roots the even powers of $a$ cancel, leaving

$$
W=2t\left(a+\frac{a^3}{8}+\cdots\right)
=\frac{v^2}{t}\left(1+\frac{v^4}{32t^4}+\cdots\right).
$$

The relative correction is $5\times10^{-5}$ here, so $W\simeq v^2/t$ is ample. The width is quadratic in $v$, whereas the tempting solution made it linear.

The quadratic law is an escape rate. Without the side site, $G_{00}=1/(i\Gamma)$, which near mid-band is $-i/(2t)$. Eliminating the chain instead of the side site gives the side level the self-energy $v^2G_{00}=-i\Delta$, with

$$
\Delta=\frac{v^2}{2t}=20\ {\rm meV}.
$$

The side level is thus broadened to a full width $2\Delta=v^2/t$, the width of the dip. A larger $t$ carries the electron away from site 0 faster, lowers the density of states there and makes the dip narrower.

Near mid-band $\Gamma\simeq2t$, and the transmission becomes

$$
T(E)\simeq\frac{E^2}{E^2+\Delta^2}.
$$

At $E=10$ meV this gives $100/(100+400)=0.20$. At 100 meV, where the tempting solution expected one half, it gives $10000/10400=0.96$.

## Other cases

**A weakly linked junction.** Suppose site 0 is joined to both half chains by a smaller element $t_c\ll t$. Each self-energy is then $t_c^2g$. Near mid-band $g\simeq-i/t$, and

$$
G_{00}\simeq\frac{1}{E-v^2/E+i\Gamma_c},
\qquad \Gamma_c=\frac{2t_c^2}{t}.
$$

The magnitude of $G_{00}$ is now largest at $E=\pm v$. Near $E=v$, $E-v^2/E\simeq2(E-v)$, so $|G_{00}|^2$ has a peak of full width $\Gamma_c$. For $\Gamma_c\ll v$ the two resonances of the tempting solution are real. In the uniform chain of the problem $t_c=t$ makes $\Gamma_c=2t$, ten times $v$, and that condition fails.

**Strong side coupling.** The maximum of $T$ is at $E^2=2t^2$, where $p=4t^4$ and

$$
T_{\max}=\frac{4t^4}{4t^4+v^4}.
$$

This exceeds $1/2$ when $v<\sqrt2\,t=1.414$ eV. At equality the inner and outer half-level points merge, and for larger $v$ the requested width does not exist. For $v=0.2$ eV the maximum is 0.9996, so measuring from half of the maximum instead of from $1/2$ would hardly change the answer.

**A side site away from mid-band.** The argument for the node holds at any $\varepsilon_d$ inside the band, so the zero follows the side level. If the dip is narrow compared with the distance to the band edges, $\Gamma$ may be held at its value at $\varepsilon_d$. Then $|S|=\Gamma$ gives $|E-\varepsilon_d|=v^2/\Gamma$, and

$$
W\simeq\frac{2v^2}{\sqrt{4t^2-\varepsilon_d^2}} .
$$

## Comparison with a real wire

A monatomic gold wire is a rough counterpart: it has one nearly half-filled channel of mainly s character, which places the Fermi level near mid-band, and a hopping of order 1 eV. The coupling of 0.2 eV is a chosen value, one fifth of the hopping, and is not derived for any particular side atom or molecule. In a semiconductor transistor the carriers lie near a band edge, so the mid-band result does not carry over. Of the four effects estimated below, each with assumed parameters, electron repulsion on the side orbital changes the result most: it can remove the 40 meV dip from mid-band at ordinary temperatures.

**Temperature.** With the Fermi level at the zero, the linear conductance is $2e^2/h$ times the average of $T(E)$ over the thermal window $-\partial f/\partial E$, where $f$ is the Fermi function. When $k_BT_{\rm el}\ll\Delta$, with $T_{\rm el}$ the electron temperature, $T(E)\simeq E^2/\Delta^2$. The thermal average of $E^2$ is $\pi^2(k_BT_{\rm el})^2/3$, so the conductance in units of $2e^2/h$ is

$$
\frac{\pi^2}{3}\left(\frac{k_BT_{\rm el}}{\Delta}\right)^2
\simeq3.29\left(\frac{0.36}{20}\right)^2\simeq0.001
$$

at 4.2 K. The full average gives 0.19 at 77 K and 0.58 at 300 K, where $k_BT_{\rm el}=26$ meV exceeds $\Delta$. The zero of $T(E)$ is unchanged in this calculation, but a room-temperature conductance no longer shows it as a zero.

**Loss of phase.** Let the side site lose phase through a probe of level width $\gamma=1$ meV that returns every electron it absorbs. Its energy becomes $-i\gamma/2$, so at $E=0$ one has $S=-2iv^2/\gamma$ and

$$
\tau=\frac{2it}{2it+2iv^2/\gamma}=\frac{1}{1+v^2/(\gamma t)}=\frac1{41}.
$$

The absorbed fraction is $1-\tau^2-(1-\tau)^2=2\tau(1-\tau)$. By symmetry half of it is returned to each side, so the total transmission is $\tau^2+\tau(1-\tau)=\tau=0.024$. The dip is still deep, but its minimum is no longer exactly zero.

**Coupling to a second chain site.** If $d$ also couples to site 1 by $-v'$, eliminating it changes the element between sites 0 and 1 from $-t$ to $-t+vv'/E$. This vanishes at $E=vv'/t$ and cuts the chain there. For $v'=0.02$ eV the zero moves to 4 meV, and the transmission at mid-band becomes 0.038.

**Electron repulsion.** Let two electrons on the side site repel by an energy $U$. Place the bare side level at $-U/2$, so that the repulsion from half an electron of the other spin brings it back to zero and the site holds one electron. (If the bare level is left at zero, mean field with $U=1$ eV instead lifts both spin levels to about 0.08 eV and gives $T(0)=0.94$. Mean field is poor in that case, because it treats the two spins as independent, whereas they avoid each other on the side site. The correlated model at zero temperature holds about 0.18 electron per spin instead of 0.08, its probability of double occupation is about 0.002 against 0.03 for independent spins at that filling, and $T(0)$ is 0.71 to 0.72.) In mean field at this half filling, opposite spins can acquire side levels at $+e$ and $-e$. A level at $e$ with half-width $\Delta$ has filling $\tfrac12-\pi^{-1}\arctan(e/\Delta)$ per spin. The other spin is overfilled by the same amount and raises the level by $U$ times this excess, so

$$
e=\frac{U}{\pi}\arctan\frac{e}{\Delta}.
$$

For small $e$ the right side is $Ue/(\pi\Delta)$, and it bends below this line as $e$ grows. A solution with $e\ne0$ therefore requires $U>\pi\Delta=63$ meV. An assumed repulsion of 1 eV is far above this threshold. The mean-field zeros then lie at $\pm0.49$ eV, one for each spin, and the transmission at $E=0$ is 0.998 per spin, so the mid-band dip has almost gone. The split zeros belong to mean field, which leaves out the many-body (Kondo) screening of the side spin. In this symmetric model the screening restores the zero at mid-band at zero temperature, but only within an energy of order $k_BT_K\simeq\sqrt{U\Delta/2}\,\exp\left(-\pi U/8\Delta+\pi\Delta/2U\right)$. This is about $3\times10^{-10}$ eV for $U=1$ eV, far below the thermal energy of 0.36 meV at 4.2 K, and about 1 meV, or 10 K, for $U=0.2$ eV. With the Fermi level at mid-band, the correlated symmetric model has a linear conductance of about 0.99 in units of $2e^2/h$ at both 77 K and 300 K for $U=1$ eV, and about 0.78 and 0.85 for $U=0.2$ eV, against 0.19 and 0.58 without repulsion. The estimate marks the limit of the one-electron model and does not predict the conductance of a particular wire. The 40 meV dip at mid-band is the result for negligible repulsion.

## Computed results

```
Chain hopping t: 1.0 eV
Side coupling v: 0.2 eV
Zero found numerically, |E| below 1e-3 meV: True
Upper half-level energy, numerical: 20.001 meV
Full width, numerical: 40.002 meV
Full width, formula: 40.002 meV
Full width, formula: 1.470e-03 hartree
Weak-coupling width v^2/t: 40.000 meV
Relative correction v^4/(32 t^4): 5.0e-05
Largest v with half-level points: 1.414 eV
Peak transmission: 0.9996
Outer half-level energy: 1.9999 eV
T at E = 10 meV: 0.2000
T at E = 20 meV: 0.5000
T at E = 40 meV: 0.7999
T at E = 100 meV: 0.9614
Side-site intensity at the zero: 100.00
kT at 4.2 K: 0.36 meV
Conductance at 4.2 K: 0.00107 x 2e^2/h
kT at 77.0 K: 6.64 meV
Conductance at 77.0 K: 0.18684 x 2e^2/h
kT at 300.0 K: 25.85 meV
Conductance at 300.0 K: 0.57912 x 2e^2/h
Probe level width gamma: 1.0 meV
T at mid-band with probe: 0.0244
Next-site coupling v': 0.02 eV
Zero with next-site coupling: 4.000 meV
T at mid-band with next-site coupling: 0.0377
Assumed side-site repulsion: 1.0 eV
Mean-field splitting threshold: 62.8 meV
Mean-field zeros, one per spin: +/- 0.488 eV
T at mid-band per spin, mean field: 0.9983
```
